# Thermal threshold voltage of a linearly cooled Arrhenius conductor

A small square of semiconducting oxide, modelled with the rough parameters given below, sits in surroundings at 300 K. Under a steady 1.121 V it warms to 331.5 K and stays there. Under 1.144 V it does not settle nearby: its temperature passes 900 K and is still rising. A change of two percent in voltage separates mild warming from runaway, although nothing in the material changes abruptly between these temperatures. The conductance is a smooth function of temperature and the cooling is proportional to the temperature rise.

The voltage at which this happens follows, to leading order, from

\[
V_{\rm th}^2=\frac{\Gamma\,kT_0^2}{e\,E_a\,G_a}. \tag{1}
\]

Here \(T_0\) is the ambient temperature, \(\Gamma\) the cooling coefficient (heat lost per unit time and per kelvin of temperature rise), \(E_a\) the activation energy, \(G_a\) the conductance at \(T_0\), and \(k\) Boltzmann's constant. The symbol \(e=2.718\ldots\) is Euler's number; the elementary charge is written \(q\). Only the temperature is squared in \(kT_0^2\), so \(kT_0^2/E_a\) is a temperature.

## The model

The conductor has one uniform temperature \(T\). It is ohmic, with conductance

\[
G(T)=G_\infty e^{-E_a/kT},\qquad G_a=G(T_0).
\]

It loses heat at the rate \(\Gamma(T-T_0)\), with \(\Gamma\) constant. An ideal source holds the voltage \(V\) across it, so the Joule heating is \(V^2G(T)\).

Dividing \(G(T)\) by \(G_a\) removes the prefactor \(G_\infty\):

\[
\frac{G}{G_a}=\exp\!\left[\frac{E_a}{k}\left(\frac1{T_0}-\frac1T\right)\right]
=\exp\!\left[\frac{E_a(T-T_0)}{kT_0T}\right].
\]

A natural measure of the temperature rise is

\[
\theta=\frac{T-T_0}{\delta T},\qquad \delta T=\frac{kT_0^2}{E_a},\qquad \varepsilon=\frac{kT_0}{E_a}.
\]

Since \(\delta T=\varepsilon T_0\), we have \(T=T_0(1+\varepsilon\theta)\), and the exponent becomes

\[
\frac{E_a\,\theta\,\delta T}{kT_0^2(1+\varepsilon\theta)}=\frac{\theta}{1+\varepsilon\theta}.
\]

This differs from \(\theta\) by \(\varepsilon\theta^2/(1+\varepsilon\theta)\). When \(\varepsilon\theta^2\ll1\), which near \(\theta=1\) means \(\varepsilon\ll1\), the difference is small and the denominator may be replaced by one:

\[
G\simeq G_a e^{\theta}. \tag{2}
\]

This is the linearized exponent. The conductance itself is not linearized; it grows by the factor \(e\) for each rise of \(\delta T\).

## First derivation: the highest steady voltage

In a steady state, heating equals cooling. With (2),

\[
V^2G_ae^\theta=\Gamma\,\delta T\,\theta .
\]

Solving for the voltage gives

\[
V^2=V_0^2\,\theta e^{-\theta},\qquad V_0^2=\frac{\Gamma\,\delta T}{G_a}=\frac{\Gamma kT_0^2}{E_aG_a}. \tag{3}
\]

Equation (3) gives the voltage needed to hold a chosen temperature. Its slope is

\[
\frac{d(V^2)}{d\theta}=V_0^2(1-\theta)e^{-\theta},
\]

which is positive for \(\theta<1\) and negative for \(\theta>1\). The voltage therefore has a single maximum, at \(\theta=1\), where \(V^2=V_0^2/e\). This is equation (1). No steady state of the linearized model exists above it.

At the maximum the other quantities are

\[
T-T_0=\frac{kT_0^2}{E_a},\quad G=eG_a,\quad I=eG_aV_{\rm th},\quad P=\Gamma\frac{kT_0^2}{E_a}. \tag{4}
\]

The current shows what the falling part of the curve means. From \(I=GV\) and the heat balance,

\[
I^2=G\,(GV^2)=G\,\Gamma(T-T_0).
\]

Both factors that depend on temperature rise with \(T\), so the current increases all along the curve. Beyond \(\theta=1\) the voltage falls while the current rises, and the differential resistance \(dV/dI\) is negative. In the linearized model \(V^2\propto\theta e^{-\theta}\) and \(I^2\propto\theta e^{\theta}\), hence

\[
\frac{d\ln V}{d\ln I}=\frac{1/\theta-1}{1/\theta+1}=\frac{1-\theta}{1+\theta}.
\]

For \(\theta\ll1\) the right side is one, which is Ohm's law. It vanishes at threshold and is negative beyond it.

## Second derivation: does the heating ever stop?

Now let the conductor start at ambient temperature and switch on a constant voltage at time \(t=0\). With heat capacity \(C>0\),

\[
C\frac{dT}{dt}=V^2G_ae^\theta-\Gamma(T-T_0).
\]

Put \(T-T_0=\theta\,\delta T\), divide by \(\Gamma\,\delta T\), and measure time in units of \(C/\Gamma\) through \(s=\Gamma t/C\). Then

\[
\frac{d\theta}{ds}=h(\theta)=ae^\theta-\theta,\qquad a=\frac{V^2G_a}{\Gamma\,\delta T}=\frac{V^2}{V_0^2}. \tag{5}
\]

At the start \(h(0)=a>0\), so the temperature rises. It stops rising only if \(h\) reaches zero. The smallest value of \(h\) lies where \(h'=ae^\theta-1=0\), at \(\theta_m=-\ln a\), and equals

\[
h_{\min}=a\cdot\frac1a+\ln a=1+\ln a. \tag{6}
\]

There are three cases.

- If \(a<1/e\), the minimum is negative. Since \(h(0)>0\), there is a zero \(\theta_1\) between \(0\) and \(\theta_m\), and the temperature settles there. At a zero \(ae^{\theta}=\theta\), so \(h'(\theta_1)=\theta_1-1\). This slope is negative because \(\theta_1\) lies to the left of the minimum. Hence \(\theta_1<1\), and small deviations die out.
- If \(a>1/e\), then \(h\) is positive everywhere and the temperature never stops rising in this model.
- If \(a=1/e\), the curve touches zero at \(\theta=1\), which is approached ever more slowly.

The border is \(V^2=V_0^2/e\), again equation (1). The heat capacity has dropped out, because it sets the speed of heating but not its sign.

This route also gives the delay before runaway. Let the voltage exceed threshold by a small fraction \(\eta\), so that \(a=(1+\eta)^2/e\simeq(1+2\eta)/e\). With \(\theta=1+x\) and small \(x\),

\[
h\simeq(1+2\eta)\left(1+x+\tfrac12x^2\right)-1-x\simeq2\eta+\tfrac12x^2 .
\]

Most of the time is spent near \(x=0\), so the limits of integration may be taken to infinity:

\[
s\simeq\int_{-\infty}^{\infty}\frac{dx}{2\eta+x^2/2}=\frac{\pi}{\sqrt{\eta}}. \tag{7}
\]

For \(\eta=0.01\) this is about 31 units of \(C/\Gamma\). A voltage pulse much shorter than this delay ends before the conductor has run away.

## What each derivation assumes

Both derivations assume a uniform temperature, constant \(\Gamma\), ohmic conduction and the linearized exponent. They differ in what they add.

The first uses steady states alone. It needs no heat capacity and no starting condition, and it gives the whole current–voltage curve. By itself it does not show which steady states are stable. To read the maximum as a switching voltage, one must add that the voltage is raised slowly and that the conductor follows the cool branch.

The second assumes a heat capacity, a voltage held constant and a start at ambient temperature. In return it shows that the conductor settles below threshold and runs away above it. It also shows that history matters. For \(a<1/e\) there is a second zero \(\theta_2>1\), where \(h'=\theta_2-1>0\). A conductor that starts hotter than \(\theta_2\) runs away although the voltage is below threshold.

The kind of source matters too. If the current is held fixed, the heating is \(I^2/G=(I^2/G_a)e^{-\theta}\), which falls as the temperature rises, while the cooling increases. The two balance at one temperature, and that state is stable. Runaway in this model thus belongs to voltage drive, and a current source can hold the conductor on the part of the curve with negative differential resistance, as long as its temperature stays uniform and the capacitance in parallel with it is small. A large parallel capacitance acts like a voltage source for fast changes and makes such a state unstable. For the film of the example below, with a rough heat capacity of \(3\times10^6\) J/(m\(^3\) K) for the film alone, \(C/\Gamma\) is about 40 ns and the state at 400 K becomes unstable above about 5 pF, a value that ordinary wiring easily exceeds.

## Keeping the full exponent

The maximum can also be found without approximation (2). The steady voltage then satisfies

\[
\ln V^2=\ln(T-T_0)+\frac{E_a}{kT}+\text{constant},
\]

\[
\frac{d\ln V^2}{dT}=\frac1{T-T_0}-\frac{E_a}{kT^2}.
\]

It is stationary where \(kT^2=E_a(T-T_0)\). With \(\tau=T/T_0\) this reads \(\varepsilon\tau^2-\tau+1=0\), so

\[
\tau_\pm=\frac{1\pm\sqrt{1-4\varepsilon}}{2\varepsilon}. \tag{8}
\]

The voltage rises up to \(\tau_-\), falls between the roots, and rises again beyond \(\tau_+\). A threshold therefore requires two distinct roots, which means

\[
E_a>4kT_0 .
\]

For a smaller activation energy the conductance grows too slowly to outrun the cooling. The linearized model misses this condition, because its conductance grows exponentially without limit. It also misses the hot branch beyond \(\tau_+\), where the full conductance saturates.

At the lower root, the stationary condition turns the exponent into \(E_a(T-T_0)/(kT_0T)=kT^2/(kT_0T)=\tau_-\). The heat balance then gives

\[
V_{\rm full}^2=\frac{\Gamma(T-T_0)}{G_ae^{\tau_-}}=\frac{\Gamma kT_0^2}{E_aG_a}\,\tau_-^2e^{-\tau_-},
\]

\[
\frac{V_{\rm full}}{V_{\rm th}}=\tau_-\,e^{(1-\tau_-)/2}. \tag{9}
\]

For small \(\varepsilon\), repeated substitution in \(\tau=1+\varepsilon\tau^2\) gives \(\tau_-=1+\varepsilon+2\varepsilon^2+\ldots\), and hence \(\ln\tau_-=\varepsilon+\tfrac32\varepsilon^2+\ldots\). The logarithm of (9) is

\[
\ln\tau_-+\tfrac12(1-\tau_-)=\tfrac12\varepsilon+\tfrac12\varepsilon^2+\ldots,
\]

and exponentiating it yields

\[
\frac{V_{\rm full}}{V_{\rm th}}=1+\frac{\varepsilon}{2}+\frac{5\varepsilon^2}{8}+\ldots \tag{10}
\]

The simple law is low, because linearizing overstates how fast the conductance grows. The error is bounded. The right side of (9) increases with \(\tau_-\) as long as \(\tau_-<2\), and \(\tau_-\) reaches 2 at \(\varepsilon=1/4\). The ratio therefore stays below \(2/\sqrt e\simeq1.21\) wherever a threshold exists.

## The numbers

The example is a square niobium dioxide film of side 500 nm and thickness \(L=50\) nm. Its rough, round parameters are \(E_a=0.25\) eV, \(G_a=10\ \mu\)S, \(\Gamma=1\ \mu\)W/K and \(T_0=300\) K. With \(kT_0=0.02585\) eV, \(\varepsilon=0.1034\), and

\[
\delta T=0.1034\times300\ {\rm K}=31.0\ {\rm K},
\]

\[
V_{\rm th}^2=\frac{(10^{-6}\ {\rm W/K})(31.0\ {\rm K})}{2.718\times10^{-5}\ {\rm S}}=1.14\ {\rm V^2},
\]

so \(V_{\rm th}=1.07\) V. From (4), the current is \(2.718\times10\ \mu{\rm S}\times1.07\ {\rm V}=29\ \mu\)A and the power is \(31\ \mu\)W.

The full exponent gives \(\tau_-=1.133\), a threshold temperature of 340 K and a threshold of 1.13 V. The voltage is 6.0% above the simple law, and series (10) gives 5.8%. The temperature rise is less well served: 40 K against 31 K. The misplaced turnover temperature itself changes the voltage only in second order, because the voltage is flat near its maximum; most of the voltage error comes directly from the altered conductance.

The opening figures were found by integrating the heat balance in time with the full exponent. The same flatness explains why the conductor settles several kelvin below the turnover when the voltage is only one percent below threshold. Expanding \(\ln V=\tfrac12(\ln\theta-\theta)+\text{constant}\) about \(\theta=1\) gives

\[
\ln\frac{V}{V_{\rm th}}\simeq-\frac{(\theta-1)^2}{4}.
\]

One percent below threshold, \(\theta\) is already 0.2 below one, or 6 K in temperature. With the full exponent the gap is 8 K, from 331.5 K to 340 K. One percent above threshold, the integration takes 32 units of \(C/\Gamma\) to reach 900 K, where (7) gives 31. The closeness is partly accidental. With \(u=T-T_0\) and \(V_s(T)\) the steady voltage of the full model, the heat balance is \(du/ds=u\,(V^2/V_s^2-1)\). Let \(u_m\) be the rise at the maximum and \(y=u/u_m-1\). Differentiating \(d\ln V_s^2/dT\) once more and using \(kT^2=E_au_m\) gives \(V^2/V_s^2-1\simeq2\eta+\tfrac12by^2\) with \(b=(2-\tau_-)/\tau_-=0.77\). The integral is then \(\pi/\sqrt{b\eta}\), or 36 units. The infinite limits and the omitted higher terms account for the remaining difference. At ten percent above it takes 8.0 units where (7) gives 9.9; the overdrive is then no longer small.

A warmer ambient lowers the threshold of the same film. At 358 K the conductance rises to \(47.9\ \mu\)S. With \(\Gamma\) and \(E_a\) unchanged, (1) scales as \(T_0/\sqrt{G_a}\):

\[
V_{\rm th}=1.07\ {\rm V}\times\frac{358}{300}\sqrt{\frac{10}{47.9}}=0.58\ {\rm V}.
\]

The full exponent gives 0.63 V. The gain in conductance outweighs the larger \(T_0^2\).

## The real device

Niobium dioxide films serve as threshold switches, for instance as selectors in resistive memory, and their thresholds can be of the order of a volt. The parameters here are meant to lie in that regime, but the film conductance varies widely with composition, and \(\Gamma\) depends on the electrodes and surroundings. The material has a metal–insulator transition at roughly 1100 K. The modelled threshold lies far below it, so the transition is not needed to start the runaway, though it would alter what follows. The upper root \(\tau_+\simeq8.5\), about 2600 K, lies far above it and has no meaning for this device.

Of the assumptions whose effect on the threshold is estimated here, taken one at a time, the one that fails most seriously is ohmic conduction. A field \(F\) helps carriers escape from charged traps. For a Coulomb trap in a medium of relative permittivity \(\varepsilon_r\), the energy along the field is

\[
U(x)=-\frac{q^2}{4\pi\varepsilon_0\varepsilon_rx}-qFx .
\]

Its maximum lies where the two terms are equal, and there \(U=-\Delta\) with

\[
\Delta=\sqrt{\frac{q^3F}{\pi\varepsilon_0\varepsilon_r}} .
\]

This is the Poole–Frenkel lowering of the barrier. At 1.13 V the field is 0.23 MV/cm, and with a rough \(\varepsilon_r=45\) the lowering is 0.054 eV, about twice \(kT_0\). Multiplying \(G(T)\) by \(e^{\Delta/kT}\), with \(G_a\) kept as the low-field conductance, and finding the maximum of the steady voltage numerically gives a threshold of 0.59 V at 350 K. That is 52% of the ohmic value with the full exponent. For this film, equation (1) gives the mechanism and the order of magnitude, but it overestimates this field-assisted threshold by about 80%. That figure is itself rough, because it counts only escape along the field. Averaging the escape over all directions, with no lowering against the field, gives a threshold of about 0.8 V, and equation (1) is then about a third too high. The permittivity matters as well: with 20 in place of 45 the two estimates fall to 0.47 V and 0.68 V.

The higher turnover temperature has a simple cause. At the maximum \(V\) is stationary, so \(\Delta\) may be held fixed while \(T\) varies. The condition becomes \(T-T_0=kT^2/(E_a-\Delta)\), and the smaller effective activation energy calls for a larger rise.

Other neglected effects have been sized only with ohmic conduction, where they are smaller. Leads of 1 kΩ then raise the threshold measured at the source from 1.13 V to 1.17 V. With field-assisted conduction they matter far more. For escape only along the field and \(\varepsilon_r=45\), the negative differential resistance stays below 1 kΩ in magnitude, so the source voltage no longer has a maximum and the abrupt switching disappears. With the average over directions and the same permittivity it reaches about 1.2 kΩ in magnitude, and a shallow maximum remains; with a permittivity of 20 that maximum disappears too. For uniform heating with both faces held at one temperature, the heat equation gives a parabolic profile through the film, with a central excess \(PL/(8\kappa A)\), where \(A\) is the area. With a rough thermal conductivity \(\kappa=1\) W/(m K) and the full-exponent power of \(40\ \mu\)W, this is 1.0 K, small beside the 40 K rise.

Uniformity across the film is less secure. Sideways conduction balances the loss per unit area, \(\Gamma/A\), over the length \(\sqrt{\kappa LA/\Gamma}=112\) nm, which is well below the side of 500 nm. If the edges are cooled more strongly than the middle, the two can then differ in temperature. Beyond the turnover the current may also concentrate in a hot channel, even with even cooling. The effect of edge cooling depends on the surroundings and can be large. In the extreme case of edges held at \(T_0\), in addition to the loss \(\Gamma/A\), the ohmic threshold rises from 1.13 V to about 1.4 V for a strip 500 nm wide and to about 1.5 V for a disc of the same area. This shift is opposite in sign to that of the field and can be comparable in size.

Equation (1) thus applies to switching that begins by self-heating under voltage drive, with a nearly uniform temperature, little series resistance, \(E_a\) well above \(4kT_0\) and a field too weak to change the conductance appreciably. Where switching is electronic in origin, as may be the case in some chalcogenide glasses, it does not give the threshold.

Numerical values quoted here were computed with a short program.
